# Does the polarizability per atom of a growing cluster reach a bulk value?

**Question**

I compute the static polarizability of larger and larger pieces of an insulating crystal and divide by the number of atoms. The fraction of atoms at the surface goes to zero, so I expected one bulk number, whatever the shape of the piece. Yet long pieces, round pieces and flat pieces seem to level off at different values. Are my clusters still too small? If not, which of these values belongs to the bulk, and how do I get the dielectric constant from them?

**Answer**

Your clusters need not be too small. For each fixed shape the polarizability per atom has a limit, but the limit depends on the shape and on the direction of the field. The quantity fixed by the bulk is the dielectric constant \(\varepsilon\), and each of your limits yields the same \(\varepsilon\) once the shape is accounted for.

I take a neutral, linear insulator without permanent dipoles, with isotropic \(\varepsilon>1\) and volume \(v\) per atom. It is cut as an ellipsoid and placed in a uniform static field \(E_0\) along a principal axis \(i\). The polarizability per atom is \(\alpha_i=p/E_0\), with \(p\) the mean dipole per atom. I use atomic units with \(\mathbf D=\mathbf E+4\pi\mathbf P\), where \(\mathbf P\) is the dipole per volume and \(\mathbf E\) the macroscopic field, so that \(4\pi\mathbf P=(\varepsilon-1)\mathbf E\).

**Why a remote surface still matters**

An atom feels the other dipoles through a coupling that falls as \(r^{-3}\), while a shell of given thickness holds a number of atoms that grows as \(r^2\). Absolute values would therefore add up to \(\int dr/r\), which diverges. The sum is finite only through cancellation between directions.

To see what survives, let all dipoles point along \(z\). Treat the material beyond a radius \(R_0\) as continuous, and let the outer surface lie at distance \(R(\mathbf u)\) in direction \(\mathbf u\). The sum over remote atoms is then proportional to

\[
\int d\Omega\,(3u_z^2-1)\int_{R_0}^{R(\mathbf u)}\frac{dr}{r}
=\int d\Omega\,(3u_z^2-1)\ln\frac{R(\mathbf u)}{R_0}.
\]

If the body is enlarged by a factor \(\lambda\), the logarithm gains the constant \(\ln\lambda\). This contributes nothing, because \(\int d\Omega\,(3u_z^2-1)=0\). The integral is thus independent of size but dependent on shape. The surface acts through its long-range field on every atom, not merely through the few atoms that sit on it.

**The field inside a polarized ellipsoid**

First fill an ellipsoid of semi-axes \(b_1,b_2,b_3\) with uniform charge density \(\rho\). Seen from an interior point \(\mathbf r\), a charge element at \(\mathbf r+s\mathbf u\) has volume \(s^2ds\,d\Omega\) and produces a field along \(-\mathbf u/s^2\). The factors \(s^2\) cancel, so

\[
\mathbf E(\mathbf r)=-\rho\int d\Omega\,\mathbf u\,\ell(\mathbf u),
\]

where \(\ell\) is the distance to the surface. It follows from \(\sum_j(r_j+\ell u_j)^2/b_j^2=1\), that is,

\[
A\ell^2+2B\ell-C=0,\qquad
A=\sum_j\frac{u_j^2}{b_j^2},\quad
B=\sum_j\frac{r_ju_j}{b_j^2},\quad
C=1-\sum_j\frac{r_j^2}{b_j^2}>0 .
\]

The positive root is \(\ell=\left(-B+\sqrt{B^2+AC}\right)/A\). Under \(\mathbf u\to-\mathbf u\) the square-root term is even; multiplied by \(\mathbf u\) it is odd and integrates to zero. What remains is

\[
E_i=\rho\int d\Omega\,\frac{u_iB}{A}
=\rho\sum_j\frac{r_j}{b_j^2}\int d\Omega\,\frac{u_iu_j}{A}.
\]

Terms with \(i\ne j\) vanish by the reflection \(u_i\to-u_i\). Hence

\[
E_i=4\pi\rho L_ir_i,\qquad
L_i=\frac1{4\pi}\int d\Omega\,\frac{u_i^2/b_i^2}{\sum_ju_j^2/b_j^2},\qquad
L_1+L_2+L_3=1 .
\]

The sum rule holds because the three integrands add up to 1. The \(L_i\) are the depolarization factors.

A uniformly polarized ellipsoid is a positively charged one displaced by a small \(\boldsymbol\delta\) from a negatively charged one, with \(\mathbf P=\rho\boldsymbol\delta\). Its own field is

\[
4\pi\rho L_i(r_i-\delta_i)-4\pi\rho L_ir_i=-4\pi L_iP_i ,
\]

which is uniform and opposes the polarization.

**The limit for each shape**

For \(E_0\) along axis \(i\), the field inside is \(E=E_0-4\pi L_iP\). Inserting \(4\pi P=(\varepsilon-1)E\) gives \(E[1+L_i(\varepsilon-1)]=E_0\). Since \(p=vP\),

\[
\boxed{\;\alpha_i=\frac{v}{4\pi}\,\frac{\varepsilon-1}{1+L_i(\varepsilon-1)}\;}
\]

A uniform \(\mathbf P\) obeys the material law at every interior point, so the solution is consistent.

For a spheroid with semi-axis \(c\) along \(z\), \(b\) across it, and aspect \(q=c/b\), set \(\mu=u_z\). Then

\[
L_z=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+q^2(1-\mu^2)} .
\]

For \(q>1\) put \(k^2=q^2-1\). The denominator is \(q^2-k^2\mu^2\), and

\[
\frac{\mu^2}{q^2-k^2\mu^2}=-\frac1{k^2}+\frac{q^2}{k^2}\,\frac1{q^2-k^2\mu^2},\qquad
\int_0^1\frac{d\mu}{q^2-k^2\mu^2}=\frac{\operatorname{artanh}(k/q)}{qk}.
\]

Because \(q^2-k^2=1\), \(\operatorname{artanh}(k/q)=\ln(q+k)=\operatorname{arcosh}q\). For \(q<1\) put \(\kappa^2=1-q^2\); the denominator is \(q^2+\kappa^2\mu^2\), and the same division gives an arctangent with \(\arctan(\kappa/q)=\arccos q\). The results are

\[
L_z=\frac1{k^2}\left(\frac{q\operatorname{arcosh}q}{k}-1\right)\ (q>1),\qquad
L_z=\frac1{\kappa^2}\left(1-\frac{q\arccos q}{\kappa}\right)\ (q<1).
\]

By the sum rule, each transverse factor is \((1-L_z)/2\). The three standard cases are:

- Needle, field along its axis: \(q\to\infty\), \(L=0\), and \(\alpha=v(\varepsilon-1)/4\pi\). For a spheroidal needle the field of the surface charges, \(-4\pi LP\), is uniform and vanishes in this limit, near the tips as well as at the centre. A rod with flat ends keeps a finite field near its ends, about \(-2\pi P\) at the face for uniform \(P\), but these regions become a vanishing fraction of a long rod.
- Sphere: \(q=1\), the integrand is \(\mu^2\), and \(L=1/3\).
- Disc, field along its normal: \(q\to0\), \(L=1\), and \(\alpha=v(\varepsilon-1)/(4\pi\varepsilon)\). The charged faces reduce the inner field to \(E_0/\varepsilon\).

The needle value exceeds the disc value by the factor \(\varepsilon\). For very large \(\varepsilon\) at fixed \(L>0\), the limit becomes \(v/(4\pi L)\): shape and volume alone then set the answer. A real needle counts as \(L=0\) only if \(L(\varepsilon-1)\ll1\), which demands a more extreme aspect as \(\varepsilon\) grows.

**The same result from the atoms**

Take a simple cubic lattice of point-polarizable atoms, each with polarizability \(a\). Around an interior atom draw a sphere, large compared with the lattice spacing and small compared with the cluster. For equal dipoles along \(z\), the field of the neighbours inside it is proportional to \(\sum(3z^2-r^2)/r^5\). Cubic symmetry makes the sums of \(x^2/r^5\), \(y^2/r^5\) and \(z^2/r^5\) equal, so this vanishes; the transverse components vanish by reflection.

The material outside the sphere acts as a continuum. Its field is that of the whole ellipsoid minus that of the sphere, \(-4\pi LP+4\pi P/3\). The atom therefore feels

\[
E_{\rm loc}=E_0-4\pi\left(L-\tfrac13\right)P .
\]

With \(p=aE_{\rm loc}\) and \(P=p/v\),

\[
\alpha=\frac{a}{1+(3L-1)x},\qquad x=\frac{4\pi a}{3v}.
\]

To connect this with \(\varepsilon\), write \(E_{\rm loc}=E+4\pi P/3\). Then \(P(v/a-4\pi/3)=E\), and

\[
\varepsilon-1=\frac{4\pi P}{E}=\frac{4\pi}{v/a-4\pi/3}=\frac{3x}{1-x}.
\]

Putting this into the boxed formula gives \((v/4\pi)\,3x/(1-x+3Lx)\), which is the atomic result because \(3xv/4\pi=a\). A finite positive \(\varepsilon-1\) requires \(x<1\). This is necessary but not sufficient for a stable crystal: on the simple cubic lattice a pattern of alternating dipoles becomes unstable already near \(x=0.78\). The example below stays well under that value.

For the sphere \(\alpha=a\): the large cluster returns the free-atom value. This follows from point dipoles on a cubic lattice and does not make the sphere "the bulk". When electron clouds overlap, the relation between \(a\) and \(\varepsilon\) changes, whereas the boxed formula, which uses only \(\varepsilon\), stands.

**Numbers for a model crystal**

Choose \(a=20\) bohr³ and spacing \(d=6\) bohr, so \(v=216\) bohr³; no particular material is meant. Then

\[
x=\frac{4\pi\times20}{3\times216}=0.388,\qquad
\varepsilon=\frac{1+2x}{1-x}=\frac{1.776}{0.612}=2.90 .
\]

The three limits are

\[
\alpha_{\rm needle}=\frac{20}{1-0.388}=32.7,\qquad
\alpha_{\rm sphere}=20.0,\qquad
\alpha_{\rm disc}=\frac{20}{1+0.776}=11.3\ \text{bohr}^3,
\]

or 4.84, 2.96 and 1.67 Å³. One crystal thus gives values that differ by a factor 2.90.

Finite clusters can be checked by solving the coupled equations for all the atomic dipoles, without using \(L\) or \(\varepsilon\). The spheroids below have aspects 5 and 1/5; values are in bohr³ per atom, for the field along \(z\).

| Shape | \(L_z\) | Atoms | Solved | Limit |
|---|---|---|---|---|
| prolate | 0.056 | 8891 | 29.60 | 29.54 |
| sphere | 0.333 | 15515 | 20.07 | 20.00 |
| oblate | 0.750 | 44323 | 13.55 | 13.46 |

The deviations, relative to the limits, are 0.2 %, 0.3 % and 0.6 %. In clusters of 911, 1791 and 4563 atoms they were 0.6 %, 0.6 % and 1.4 %. These deviations are finite-size corrections, the only part of the problem that fades as the cluster grows. Two sizes per shape do not establish the law of the decrease, and it is a trend rather than a steady fall, because the stepped surface changes with the cut. Prolate clusters with short semi-axis 3, 3.5, 4, 4.5 and 5 lattice spacings deviate by 1.1, 0.6, 0.8, 0.0 and 0.6 %. The correction is of order a per cent and shrinks on the whole, beside a shape difference that stays.

The interior is not a refuge from the shape either. The central atoms of these three clusters have polarizabilities 29.50, 20.14 and 13.52 bohr³, close to the limits of their own shapes. In the sphere the central atom deviates more than the mean does, by 0.7 %, so the finite-size correction is not confined to the atoms at the surface.

**Extracting the dielectric constant**

Invert the boxed formula:

\[
\frac1{\alpha_i}=\frac{4\pi}{v}\left(\frac1{\varepsilon-1}+L_i\right)
\quad\Longrightarrow\quad
\frac1{\varepsilon-1}=\frac{v}{4\pi\alpha_i}-L_i .
\]

For the oblate cluster this is \(216/(12.566\times13.552)-0.7505=0.518\), hence \(\varepsilon=2.93\). The prolate cluster gives 2.905 and the sphere 2.911, against 2.901 for the infinite crystal. Polarizabilities that differ by more than a factor of two carry the same bulk constant, here to within about 2 % in \(\varepsilon-1\). The inversion amplifies errors. Differentiating the inverse formula gives \(\delta(\varepsilon-1)/(\varepsilon-1)=[1+L_i(\varepsilon-1)]\,\delta\alpha_i/\alpha_i\), so the 0.65 % deviation of the oblate cluster becomes 1.6 %. The factor grows with \(\varepsilon\) and with \(L_i\). For \(x=0.7\), where \(\varepsilon=8\), the clusters of 911, 1791 and 4563 atoms give 8.33, 8.51 and 9.71. For a large \(\varepsilon\), take the field along a long axis and extrapolate in size before inverting.

The inverse form also shows that \(1/\alpha_{\rm disc}-1/\alpha_{\rm needle}=4\pi/v\), whatever the atoms are. For a thick infinite slab and a thick infinite rod, \(v\) times this difference comes out as 12.61 both for \(a=10\) and for \(a=20\) bohr³; \(4\pi\) is 12.57.

You may *define* a bulk polarizability per atom as the response to the macroscopic field, \(vP/E=v(\varepsilon-1)/4\pi\). That number is unique, and it coincides with the needle limit. It is a restatement of \(\varepsilon\), not the limit of \(p/E_0\) for an arbitrary cluster.

**Two possible escapes**

Averaging over orientations does not remove the shape dependence. In linear response the average is \((\alpha_1+\alpha_2+\alpha_3)/3\). As a function of \(L\), \(\alpha\) is proportional to \(1/[1/(\varepsilon-1)+L]\), whose second derivative is positive. For a convex function the mean of the values is at least the value at the mean, and the mean of the \(L_i\) is \(1/3\). Among ellipsoids the sphere therefore has the smallest average. Here the ideal needle has \(L=0,\tfrac12,\tfrac12\) and the ideal disc \(L=1,0,0\):

\[
\frac{32.67+2\times16.75}{3}=22.1,\qquad
\frac{11.26+2\times32.67}{3}=25.5\ \text{bohr}^3,
\]

compared with 20.0 for the sphere.

Nor does it suffice to let a cluster grow in one or two directions. The needle and disc limits are approached only if the thin dimension grows as well. A single infinite chain gives 36.0 bohr³ along its axis, not 32.7, and a single infinite layer gives 10.9 along its normal, not 11.3. A thick rod and a thick slab give 32.8 and 11.25. In a single chain or layer the atoms lack the neighbours they would have across the thin dimension in the bulk, and the formula with the bulk \(\varepsilon\) misses the computed values by about 10 % and 3 %.

For bodies that are not ellipsoids, such as cubes, the scaling argument at the start still applies: a remote surface keeps its influence at any size. The inner field is then in general not uniform, and a single \(L\) no longer describes it. When you report a large-cluster polarizability per atom, state the shape and the field direction, or convert it to \(\varepsilon\). A polarizability computed with the nuclei held fixed converts to the electronic (clamped-ion) dielectric constant. The ionic part of the static constant appears only if the nuclei relax in the field. For the spheroidal clusters above, the numerical output lists the values along and across the symmetry axis at both sizes.

## Table of computed values

```
atomic polarizability a = 20.0 bohr^3, spacing d = 6.0 bohr
volume per atom v = 216.0 bohr^3, 4 pi a/(3v) = 0.3879
dielectric constant eps = 2.9008
aspect 5.0: L along z = 0.0558, L across z = 0.4721
aspect 1.0: L along z = 0.3333, L across z = 0.3333
aspect 0.2: L along z = 0.7505, L across z = 0.1248
aspect 5.0: central sum * d^3 = 3.496, 4 pi (1/3-L) = 3.487
aspect 1.0: central sum * d^3 = -0.000, 4 pi (1/3-L) = 0.000
aspect 0.2: central sum * d^3 = -5.207, 4 pi (1/3-L) = -5.242
clusters: polarizability per atom in bohr^3 (limit for that shape)
prolate N = 911: along z 29.715 (29.538), across z 17.403 (17.220)
prolate N = 8891: along z 29.595 (29.538), across z 17.322 (17.220)
  largest prolate: central atom 29.502 bohr^3, eps recovered 2.905
  largest prolate: orientation average 21.413 bohr^3
sphere N = 1791: along z 20.123 (20.000), across z 20.123 (20.000)
sphere N = 15515: along z 20.065 (20.000), across z 20.065 (20.000)
  largest sphere: central atom 20.137 bohr^3, eps recovered 2.911
  largest sphere: orientation average 20.065 bohr^3
oblate N = 4563: along z 13.660 (13.465), across z 26.389 (26.409)
oblate N = 44323: along z 13.552 (13.465), across z 26.415 (26.409)
  largest oblate: central atom 13.515 bohr^3, eps recovered 2.931
  largest oblate: orientation average 22.127 bohr^3
thick infinite rod (radius 15.5 d), along axis: 32.807 bohr^3
thick infinite slab (40 layers), along normal: 11.254 bohr^3
single infinite chain, along axis: 36.049 bohr^3
single infinite layer, along normal: 10.891 bohr^3
limit needle L=0: 32.672 bohr^3 = 4.841 angstrom^3
limit sphere L=1/3: 20.000 bohr^3 = 2.964 angstrom^3
limit disc L=1: 11.263 bohr^3 = 1.669 angstrom^3
ratio needle/disc = 2.901
needle across its axis (L=1/2): 16.751 bohr^3
orientation average, ideal needle: 22.058 bohr^3
orientation average, ideal disc: 25.536 bohr^3
4 pi = 12.566
a = 10.0 bohr^3: v*(1/slab - 1/rod) = 12.609
a = 20.0 bohr^3: v*(1/slab - 1/rod) = 12.610
```
